Staged Dirac–Hartree–Fock by Integral Class, with Energy Error Bounds

**What scaling and symmetry fix**

Work in Hartree atomic units, with c the speed of light. A positive-energy four-spinor has a large part φ^L and a small part φ^S. For weak binding they are related by

φ^S ≈ σ·p φ^L / (2c).

In an orbital bound to a charge Z, lengths scale as 1/Z and momenta as Z. The Coulomb repulsion of two unit charges then scales as Z, and each small-component charge density carries a factor of order (Z/2c)².

The Coulomb operator 1/r₁₂ is the unit matrix in the component labels, so each electron keeps its label L or S. The two-electron energy therefore splits into three classes, according to how many of the two electrons carry the label S:

W = W_LLLL + W_LLSS + W_SSSS,

W_LLLL ∝ Z, W_LLSS ∝ Z(Z/2c)², W_SSSS ∝ Z(Z/2c)⁴.

These powers hold at leading order for a fixed set of hydrogen-like orbitals. They suggest adding the classes to the self-consistent field (SCF) in this order. How large an omitted class can be must still be established.

**Two electrons by hand**

Put two electrons in the 1s shell of a charge Z, with spin functions χ_m and

f(r) = (Z³/π)^½ exp(−Zr).

Since p = −i∇ and ∇f = −Z f r̂, where r̂ is the radial unit vector,

φ_m^L = f χ_m,
φ_m^S = i(Z/2c) f σ·r̂ χ_m.

Because (σ·r̂)² = 1, the component densities are

ρ_L = 2f², ρ_S = 2εf², ε = (Z/2c)².

The correction to the normalization is of relative order ε and is dropped.

One integral is needed, I = ∫∫ f²(1)f²(2)/r₁₂. The potential of the charge f² is the charge inside r divided by r, plus the contribution of the outer shells:

v(r) = [1 − e^(−2Zr)(1 + 2Zr + 2Z²r²)]/r + e^(−2Zr)(2Z²r + Z)
= 1/r − e^(−2Zr)(Z + 1/r).

Hence

I = 4Z³ ∫₀^∞ r² e^(−2Zr) v(r) dr
= 4Z³ [1/(4Z²) − 2Z/(4Z)³ − 1/(16Z²)]
= 4Z [1/4 − 1/32 − 1/16] = 5Z/8.

Write (ρ|ρ′) for ∫∫ρ(1)ρ′(2)/r₁₂. The direct energies are

LLLL: ½(ρ_L|ρ_L) = 2I,
LLSS: (ρ_L|ρ_S) = 4εI,
SSSS: ½(ρ_S|ρ_S) = 2ε²I.

The mixed class has no factor ½ because either electron can be the one labelled S.

Exchange uses the density matrix γ(1,2) = Σ_m φ_m(1)φ_m†(2). Its LS block is f(1)f(2) times a phase, √ε and σ·r̂₂. The spin trace of its squared modulus is 2εf²(1)f²(2). The LL and SS blocks give 2f²f² and 2ε²f²f² in the same way. The exchange energies are thus I, 2εI and ε²I, half the direct ones, and

W_LLLL = 5Z/8,
W_LLSS = 2ε(5Z/8),
W_SSSS = ε²(5Z/8).

The sum is (1 + ε)²(5Z/8), which checks the algebra: the small density has the same shape as the large one, so the total density is 2(1 + ε)f². This sum is not the total repulsion to order ε. Normalizing the spinors divides it by (1 + ε)², which lowers W_LLLL by about 2ε(5Z/8), as much as W_LLSS adds. The total still does not stay at 5Z/8: the relativistic contraction of the 1s orbital, left out here, raises the repulsion at the same order. Each class by itself is correct at its leading order. For c → ∞ the last two classes vanish as c⁻² and c⁻⁴. For large Z/c the hydrogen-like leading order fails, and the numbers must come from the actual spinors.

**Each class has a sign and a ceiling**

For any number of occupied spinors, define the antisymmetric pair

A_ij(1,2) = [φ_i(1)φ_j(2) − φ_j(1)φ_i(2)]/√2.

Expanding ⟨A_ij|1/r₁₂|A_ij⟩ gives four terms with prefactor ½. Exchanging the names of the electrons shows that the two direct terms are equal, and so are the two exchange terms. What remains is direct minus exchange, so

W = ½ Σ_ij ⟨A_ij|1/r₁₂|A_ij⟩.

Project A_ij on the sectors LL, LS+SL and SS. The Coulomb operator does not connect them, and 1/r₁₂ is positive, so each W_X ≥ 0. The exchange part subtracted in each class is an integral of a squared density-matrix block over r₁₂, which is also non-negative. Therefore

0 ≤ W_X ≤ direct energy of class X.

A ceiling that needs no two-electron integrals follows for a closed-shell atom, whose density is spherical. By Newton's theorem the angular average of 1/r₁₂ is 1/max(r₁,r₂), which exceeds neither 1/r₁ nor 1/r₂. With component charges N_L, N_S and R_L = ∫ρ_L/r, R_S = ∫ρ_S/r,

W_LLSS ≤ B_LLSS = min(N_L R_S, N_S R_L),
W_SSSS ≤ B_SSSS = ½ N_S R_S.

For the hand example N_L = 2, N_S = 2ε, R_L = 2Z and R_S = 2εZ. The ceilings are 4εZ and 2ε²Z, both 3.2 times the class energies. A factor 2 comes from ignoring exchange and a factor 1.6 from replacing 1/max(r₁,r₂) by 1/r.

In a molecule the density is not spherical. One can then use the Coulomb norm ‖ρ‖ = (ρ|ρ)^½. Expand the density in products χ_i†χ_j of basis functions, with coefficients D_ji. Each product has norm Q_ij = (ij|ji)^½, and the triangle inequality gives

‖ρ‖ ≤ q = Σ_ij |D_ij| Q_ij.

The Cauchy–Schwarz inequality then yields W_LLSS ≤ q_L q_S and W_SSSS ≤ ½q_S². This needs just the diagonal integrals already used for screening.

**From class energy to omission error**

Leaving out a class also changes the spinors, so the omission error ΔE_X is not simply W_X. The Dirac energy is moreover a saddle point: it is a minimum for mixing with empty electron states, but a maximum for mixing with negative-energy states. A small model shows both responses. Let x and y be the two kinds of mixing, with a, b > 0, and let the new class enter with weight λ:

E_λ(x,y) = E₀ + ax² − by² + λ(w + ux + vy).

Setting both derivatives to zero gives x = −λu/(2a) and y = λv/(2b). Inserting them,

E_λ = E₀ + λw + λ²[−u²/(4a) + v²/(4b)].

The relaxation can have either sign, so an argument from a minimum is not available. The derivative, however, is

dE_λ/dλ = w + λ[−u²/(2a) + v²/(2b)] = w + ux + vy,

which is the new class energy at the stationary point.

The general case works in the same way. Let E_λ[D] = E₀[D] + λW_X[D] be stationary at D_λ under all rotations that keep the occupied spinors orthonormal. In the total derivative the term from dD_λ/dλ vanishes by stationarity, leaving W_X[D_λ]. If the stationary branch is smooth from λ = 0 to 1,

ΔE_X = E₁ − E₀ = ∫₀¹ W_X[D_λ] dλ.

With the ceilings above,

0 ≤ ΔE_X ≤ max_λ B_X[D_λ].

Omitting a class thus makes the energy too low, by at most the ceiling. The result is no longer guaranteed if the branch breaks, as can happen when the occupation changes. It covers the mean-field energy in a fixed basis, and says nothing about basis error or correlation. The Gaunt and Breit interactions mix the labels L and S and need further classes. For an energy difference between two systems with ceilings B₁ and B₂, the error of E₁ − E₂ from the omission is ΔE₁ − ΔE₂ in the sense full minus omitted, and so lies between −B₂ and B₁.

**Incremental builds and the entry of a new class**

The Fock contribution G_X[D] is linear in D. If a class were a single number, G = gD, then a density changing from D to D + δ would give

gD + gδ = g(D + δ),

and only gδ would have to be computed. A class entering now has no stored gD. Its first build must use the whole density, which means that its reference density is zero.

Suppose instead that the current density D_s is taken as its reference. The class then contributes G_X[D − D_s], which vanishes at D = D_s. If D_s was stationary without the class, it stays a solution, and the SCF reports convergence at the old energy. The residual does not reveal the loss.

For a matrix density, the direct and exchange parts of LLLL are

G_ij ← Σ_kl (ij|kl) D_lk,
G_il ← −Σ_jk (ij|kl) D_jk,

and SSSS has the same form in its own block. In LLSS, with i, j large and k, l small, the SS density gives a direct term in the LL block and the LL density one in the SS block. The exchange term sits in the LS block, with its Hermitian conjugate in SL. The energy is always W_X = ½Tr(D G_X[D]).

**Screening with an energy bound**

Let Δ be the density change in one build. The Schwarz inequality |(ij|kl)| ≤ Q_ij Q_kl bounds every integral. A quartet of shells A, B, C, D is skipped when

Q_AB Q_CD max|Δ| < τ,

where Q_AB is the largest Q_ij in the shell pair, and the maximum of |Δ| runs over all density blocks that the quartet can multiply. As Δ shrinks, more quartets fall below τ.

The threshold τ is not itself an energy error. If δG is the accumulated error of the Fock matrix, the reported energy is wrong by ½Tr(D δG), with D the final density. For LLLL or SSSS, inserting the two contractions and the Schwarz inequality gives

|δE| ≤ ½ Σ_builds Σ_skipped Q_ij Q_kl (|D_ji||Δ_lk| + |D_li||Δ_jk|).

For LLSS both direct blocks and both Hermitian halves of the exchange contribute:

|δE| ≤ ½ Σ_builds Σ_skipped Q_ij Q_kl (|D_ji||Δ_lk| + |Δ_ji||D_lk| + 2|D_li||Δ_jk|).

These sums concern the energy at the final density. The final density also differs slightly from the stationary one, which changes the energy at second order in that difference.

**The method in general**

1. Start with LLLL active. Give every class a zero Fock contribution and a zero reference density.
2. For each active class, form Δ = D − D_ref, add the screened G_X[Δ] to its stored contribution, and set D_ref = D. Store what the error bound needs.
3. Form F from the one-electron matrix and all active classes. Measure the residual FDS − SDF in an orthonormal basis, where S is here the overlap matrix.
4. If the residual exceeds the limit of the stage, extrapolate F by DIIS, occupy the lowest positive-energy spinors, and return to step 2.
5. Otherwise activate the next class with zero reference and clear the DIIS history, since the stored Fock matrices belong to another energy functional. Return to step 2 with the same density.
6. When all classes are active and the last limit is met, evaluate the screening bound. If a class is left out for good, evaluate its ceiling B_X instead. At a single density this only estimates the maximum over the λ path.

A stage need not be converged far below the residual that the next class will introduce.

**Argon**

The example is a free argon atom with a point nucleus and a small uncontracted 9s5p basis. The energies serve to compare the classes within this basis. The stationary values are

LLLL: −526.738177 hartree,
LLLL + LLSS: −526.181042 hartree,
all classes: −526.180594 hartree.

The differences give ΔE_LLSS = 0.557135 hartree (15.16 eV) and ΔE_SSSS = 0.000448 hartree (0.0122 eV). Numerical integration over separately converged λ-densities reproduces both, and this agreement was tested. The digits belong to this basis. In a denser 24s15p basis the total energy is 2.5 hartree lower, ΔE_LLSS rises by 0.018 hartree to 0.576 (3%), and ΔE_SSSS rises by 0.000026 hartree to 0.000474 (6%). The ratios of the one-electron ceilings to the errors quoted below stay the same.

The hand formula with Z = 18 and c = 137.036 has ε = (18/274.072)² = 0.00431. The 1s pair alone would give W_LLSS ≈ 0.097 hartree and W_SSSS ≈ 0.00021 hartree. The full atom has larger values. Shielding by the other electrons lowers the 1s pair itself to about 0.091 and 0.00019 hartree, but every further pair adds a non-negative term, and these terms outweigh the loss.

The ceilings use N_L = 17.986, N_S = 0.013861, R_L = 69.230 and R_S = 0.18730, the last two in bohr⁻¹:

N_S R_L = 0.013861 × 69.230 = 0.960 hartree,
N_L R_S = 17.986 × 0.18730 = 3.37 hartree,
½N_S R_S = ½ × 0.013861 × 0.18730 = 0.00130 hartree.

The smaller LLSS value is 1.7 times the actual error, and the SSSS value is 2.9 times the actual error. The ceilings were sampled at four densities on each path. The LLSS ceiling varied there between 0.960 and 0.962 hartree, far less than its distance from the error.

The Coulomb-norm ceilings are 1.70 hartree for LLSS and 0.00100 hartree for SSSS. For SSSS this is the tighter of the two. Neither kind wins for both classes. Both bound only the direct energies, 0.670 and 0.000706 hartree here, and so lose the exchange part. Beyond that, the Coulomb-norm ceiling loses through the triangle inequality, and for LLSS also through the Cauchy–Schwarz inequality, which is an equality for SSSS. The other ceiling loses by simplifying 1/r₁₂.

On the density converged without it, W_LLSS is 0.557853 hartree. This overshoots the true error by 0.000718 hartree, more than the whole SSSS class. Adding LLSS afterwards as a single correction would therefore spoil the accuracy that SSSS is meant to provide. For SSSS the same estimate agrees with ΔE_SSSS to all printed digits, so here one build on the converged density would suffice.

Adding LLSS to a converged LLLL density raises the largest residual to 1.5 hartree, and adding SSSS raises it to 0.0025 hartree. The largest element depends on the orthonormal basis chosen and on the basis set, so these values give only an order of magnitude. The largest elements couple occupied to negative-energy states; the largest coupling to empty electron states is about 0.22 and 0.00045 hartree. The limits of the three stages were 10⁻¹, 10⁻³ and 10⁻⁵ hartree. From the same starting density, the staged run evaluated 35,034 SSSS quartets and an unstaged incremental run 79,705, a reduction by 56%. The LLLL count hardly changed. The first staged SSSS build kept 83% of its quartets and the last 2.2%. The first build thus accounts for 0.8296 × 38,416 ≈ 31,870 quartets, about 91% of the SSSS total. These are counts, not times, and builds with every quartet skipped are not counted.

With τ = 10⁻¹¹ hartree the screening error was 2.4 × 10⁻¹⁰ hartree, against a bound of 1.2 × 10⁻⁸, evaluated with the shell-pair maxima of Q in the exchange terms, which loosens it. For comparison, a single full-density build with τ = 10⁻⁴ hartree changes the SSSS energy by 0.00030 hartree in magnitude, two thirds of that class. A threshold must be judged against the class it screens. Starting SSSS from the wrong reference returned −526.181042 hartree, the energy without SSSS, although the SCF had converged. The complete set of values is in the numerical output.

Computed values

```
Argon: Z = 18, electrons = 18, c = 137.035999 a.u.
Basis 9s5p, exponents 0.13 * 4.0^k bohr^-2
Large spinor functions 48, shells 14, ordered shell quartets per class 38416
Stationary energy, LLLL only      -526.73817660 hartree
Stationary energy, LLLL+LLSS      -526.18104154 hartree
Stationary energy, all classes    -526.18059396 hartree
Charges: N_L = 17.986139, N_S = 0.013861 electrons
<1/r>: R_L = 69.22978, R_S = 0.187301 bohr^-1
LLSS omission error 0.55713506 hartree = 15.16042 eV
LLSS coupling integral 0.55713506 hartree
LLSS W on density without class 0.55785266 hartree
LLSS W on density with class    0.55641823 hartree
LLSS direct energy, with class  0.67048919 hartree
LLSS one-electron bound, without/with class 0.96208794 / 0.95961129 hartree
LLSS largest one-electron bound on path 0.96208794 hartree
LLSS Coulomb-norm bound, with class 1.698398 hartree
LLSS residual injected on adding class 1.524e+00 hartree
SSSS omission error 0.00044758 hartree = 0.01218 eV
SSSS coupling integral 0.00044758 hartree
SSSS W on density without class 0.00044758 hartree
SSSS W on density with class    0.00044758 hartree
SSSS direct energy, with class  0.00070583 hartree
SSSS one-electron bound, without/with class 0.00129812 / 0.00129811 hartree
SSSS largest one-electron bound on path 0.00129812 hartree
SSSS Coulomb-norm bound, with class 0.001003 hartree
SSSS residual injected on adding class 2.530e-03 hartree
Largest Fock difference from direct build 3.9e-14 hartree
Stage residual limits 1e-01, 1e-03, 1e-05 hartree; screening threshold 1e-11 hartree
Staged energy   -526.18059396 hartree
Unstaged energy -526.18059396 hartree
LLLL builds staged/unstaged 7/7, quartets 263252/263460
LLSS builds staged/unstaged 6/7, quartets 186348/209997
SSSS builds staged/unstaged 3/6, quartets 35034/79705
SSSS quartets, unstaged without screening 230496
SSSS kept fraction, first/last staged build 0.8296 / 0.0220
Staged screening error 2.4e-10, bound 1.2e-08 hartree
Staged minus unscreened energy -1.1e-10 hartree
Coarse threshold 1e-04 hartree, LLLL: error 9.40e-05, bound 5.68e-03 hartree
Coarse threshold 1e-04 hartree, LLSS: error 1.78e-03, bound 8.17e-02 hartree
Coarse threshold 1e-04 hartree, SSSS: error 3.01e-04, bound 1.06e-03 hartree
Wrong SSSS reference: energy -526.18104154 hartree, lost 0.00044758 hartree
```
